# Decay times of angular harmonics for dipoles diffusing in a plane

**Q.** You want to treat a dipole jostled by a liquid with a diffusion equation. What is diffusing, and what fixes the coefficient?

**A.** The angle. Take a rigid dipole that turns about a fixed axis, so that its direction is one angle $\phi$ with period $2\pi$. Let $f(\phi,t)$ be the probability density, normalized to one on the circle. I use atomic units and keep $k_BT$ as an energy. Probability is conserved, so

$$\frac{\partial f}{\partial t}=-\frac{\partial J}{\partial\phi}.$$

The current $J$ has two parts. Many small random turns carry probability down the density gradient, giving $-D\,\partial f/\partial\phi$. A potential $V(\phi)$ exerts the torque $-V'$. If inertia is negligible, friction balances it at angular velocity $-V'/\zeta$, where $\zeta$ is the friction torque per unit angular velocity. Hence

$$J=-D\frac{\partial f}{\partial\phi}-\frac{V'}{\zeta}f .$$

In thermal equilibrium $f\propto e^{-V/k_BT}$, so $\partial f/\partial\phi=-(V'/k_BT)f$ and

$$J=\left(\frac{D}{k_BT}-\frac1\zeta\right)V'f .$$

Equilibrium carries no current, whatever $V$ is. Therefore $D=k_BT/\zeta$. For a free dipole, $V=0$ and

$$\frac{\partial f}{\partial t}=D\frac{\partial^2 f}{\partial\phi^2}.$$

**Q.** A density can have any shape. Why should anything simple decay with a single time?

**A.** Because each angular harmonic evolves separately. Define

$$c_m(t)=\langle e^{-im\phi}\rangle=\int_0^{2\pi}f\,e^{-im\phi}\,d\phi ,$$

with $m$ an integer. Multiply the free equation by $e^{-im\phi}$, integrate, and move one derivative at a time:

$$\begin{aligned}
\frac{dc_m}{dt}&=D\int_0^{2\pi}\frac{\partial^2 f}{\partial\phi^2}e^{-im\phi}d\phi\\
&=D\left[\frac{\partial f}{\partial\phi}e^{-im\phi}\right]_0^{2\pi}+imD\int_0^{2\pi}\frac{\partial f}{\partial\phi}e^{-im\phi}d\phi\\
&=imD\left[fe^{-im\phi}\right]_0^{2\pi}+(im)^2D\,c_m .
\end{aligned}$$

Both brackets vanish, because $f$, its slope and $e^{-im\phi}$ return to the same values after a full turn. Since $(im)^2=-m^2$,

$$\frac{dc_m}{dt}=-m^2D\,c_m,\qquad c_m(t)=c_m(0)\,e^{-m^2Dt}.$$

Nothing was assumed about the initial shape. The case $m=0$ is the total probability, which stays constant.

**Q.** What does this say about the two signals one would measure?

**A.** The dipole moment along a chosen direction follows $\langle\cos\phi\rangle$, the real part of $c_1$. An alignment signal, unchanged when every dipole is reversed, follows $\langle\cos2\phi\rangle$ at lowest order. Birefringence is one, if the polarizability is anisotropic in the plane. With $\tau_m=1/(m^2D)$,

$$\tau_1=\frac1D,\qquad \tau_2=\frac1{4D},\qquad \tau_1=4\tau_2 .$$

A ring of discrete sites gives a check that does not start from the differential equation. Let the dipole hop to either neighbour, a step $h$ away, at rate $D/h^2$ each way. Acting on $e^{im\phi}$, the hops give the decay rate

$$\frac{D}{h^2}\left(2-e^{imh}-e^{-imh}\right)=\frac{2D}{h^2}(1-\cos mh)\simeq m^2D\left(1-\frac{m^2h^2}{12}\right).$$

Diagonalizing the hopping matrix for 360 sites gave $1.0000$, $3.9996$, $8.9979$ and $15.9935$ times $D$ for $m=1$ to $4$. The small deficits from $m^2$ are those of the last bracket with $h=2\pi/360$.

**Q.** I can follow the algebra, but I would have guessed a factor of two. A pattern with two lobes needs half the turn to be smeared out.

**A.** Half the turn is right, but diffusion covers half the angle in a quarter of the time. To see this, do not fold the angle back after each revolution. The accumulated turn $X$ is then Gaussian with variance $2Dt$, and

$$\langle e^{-imX}\rangle=\int_{-\infty}^{\infty}\frac{e^{-X^2/4Dt}}{\sqrt{4\pi Dt}}\,e^{-imX}\,dX .$$

Complete the square in the exponent:

$$-\frac{X^2}{4Dt}-imX=-\frac{(X+2imDt)^2}{4Dt}-m^2Dt .$$

The remaining Gaussian integrates to one, which leaves $e^{-m^2Dt}$. Folding $X$ onto the circle changes nothing, since $e^{-2\pi im}=1$. The turn is independent of the starting angle, so this factor multiplies $c_m(0)$. The harmonic sees the phase $mX$, whose variance is $m^2$ times that of $X$.

**Q.** So far there is no electric field. Why call $\tau_1$ the Debye time of a dielectric measurement?

**A.** Put in the field and see which time appears. A cosine potential of any periodicity costs no extra work, so let $V/k_BT=-b\cos n\phi$. Then $V'/\zeta=Dnb\sin n\phi$, and the extra term in $\partial f/\partial t$ is $Dnb\,\partial(\sin n\phi\,f)/\partial\phi$. One integration by parts gives its contribution to $dc_m/dt$:

$$Dnb\,(im)\int_0^{2\pi}\sin n\phi\;f e^{-im\phi}d\phi=\frac{mnbD}{2}\left(c_{m-n}-c_{m+n}\right),$$

because $\sin n\phi=(e^{in\phi}-e^{-in\phi})/2i$. Thus

$$\frac{dc_m}{dt}=-m^2Dc_m+\frac{mnbD}{2}\left(c_{m-n}-c_{m+n}\right).$$

For a dipole $\mu$ in a field $E$ along $\phi=0$, $n=1$ and $b=x=\mu E/k_BT$. Here $E$ is the field acting on the dipole, which can differ from the applied field. Starting from random orientations, $c_1$ is of order $x$ and $c_2$ of order $x^2$. With $c_0=1$, the leading order for $m=1$ is

$$\frac{dc_1}{dt}=-Dc_1+\frac{Dx}{2}.$$

Reflection symmetry makes $c_1=\langle\cos\phi\rangle$. For a field varying as $e^{-i\omega t}$ with amplitude $x_0$, the complex amplitude obeys $(-i\omega+D)\hat c_1=Dx_0/2$, so

$$\hat c_1=\frac{x_0/2}{1-i\omega\tau_1},\qquad
\operatorname{Im}\hat c_1=\frac{x_0}{2}\,\frac{\omega\tau_1}{1+\omega^2\tau_1^2}.$$

This is the Debye form. With $y=\omega\tau_1$, the derivative of $y/(1+y^2)$ is $(1-y^2)/(1+y^2)^2$, so the loss part of the response peaks at $\omega=D$. The weak-field dielectric peak therefore measures $\tau_1$, as long as the dipoles barely change the field acting on one another.

In a static field, $c_1=x/2$. The $m=2$ equation gives $4c_2=x(c_1-c_3)$, hence $c_2\simeq x^2/8$ to leading order. For the free rotor, alignment starts one power of the field later.

**Q.** Give me numbers for something that could plausibly turn in a plane.

**A.** Consider polar molecular rotors mounted on a surface, each on an axle normal to it, under a light nonpolar liquid. The values are rough and round: temperature $300$ K, friction $4$ eV ps, dipole $0.06$ e nm. Then

$$D=\frac{0.02585\ \text{eV}}{4\ \text{eV ps}}=0.00646\ \text{ps}^{-1},$$

where the radian is counted as a pure number. The times are

$$\tau_1=155\ \text{ps}\;(6.40\times10^6\ \text{a.u.}),\qquad
\tau_2=38.7\ \text{ps}\;(1.60\times10^6\ \text{a.u.}),$$

and the loss peak lies at $D/2\pi=1.03$ GHz.

Let a field of $0.1$ MV/cm orient the rotors. Since $1$ MV/cm is $0.1$ V/nm,

$$x=\frac{0.06\times0.1\times0.1}{0.02585}=0.0232 .$$

This gives $\langle\cos\phi\rangle=x/2=0.0116$ and $\langle\cos2\phi\rangle=x^2/8=6.7\times10^{-5}$. Switch the field off and wait $100$ ps. The surviving fractions are

$$e^{-0.646}=0.524\quad\text{(dipole)},\qquad e^{-4\times0.646}=0.075\quad\text{(alignment)}.$$

The second is the fourth power of the first. About half the dipole signal remains when over nine tenths of the already small alignment signal has gone.

**Q.** A surface is not a smooth bearing. What does a torsional barrier do to your factor?

**A.** Even a barrier below $k_BT$ can change it noticeably. Add $V=-(V_0/2)\cos n\phi$ with $V_0=0.01$ eV, so that $v=V_0/k_BT=0.387$ and $b=v/2$. For a twofold barrier, $n=2$, the dipole equation becomes

$$\frac{dc_1}{dt}=-Dc_1+\frac{vD}{2}(c_{-1}-c_3).$$

For the component $\cos\phi$, along the line joining the two wells, $c_{-1}=c_1$. For $\sin\phi$, $c_{-1}=-c_1$. The harmonic $c_3$ is itself of order $v$ and enters at order $v^2$. To first order the two rates are $D(1-v/2)$ and $D(1+v/2)$, with times $(1\pm v/2)/D$, or $1.19/D$ and $0.81/D$.

To go beyond first order, define the time as the area under the equilibrium correlation function of the deviation from the mean, normalized to one at $t=0$. Subtracting the mean matters for $\cos2\phi$, whose average in the twofold potential is not zero. Its numerical values are $1.22/D$ for $\cos\phi$ and $0.83/D$ for $\sin\phi$, while $\cos2\phi$ has $0.248/D$. The ratio of dipole to alignment time is then $4.9$ along the wells and $3.3$ across them.

For a threefold barrier of the same height, first and second harmonics mix: setting $n=3$ and $m=2$ shows that $c_2$ is driven by $c_{-1}$. The computed correlation times are $1.03/D$ and $0.272/D$, with ratio $3.77$. This ratio need not describe the decay after a field is switched off. If all rotors have their wells in registry and the field points along a well, the alignment is linear in the field: $c_2\simeq x\langle\cos\phi\cos2\phi\rangle=x\langle\cos3\phi\rangle/2\simeq xv/8=1.1\times10^{-3}$, about 17 times $x^2/8$. After switch-off, $dc_2/dt\simeq-4Dc_2+(3v/2)Dc_{-1}$ with $c_{-1}=(x/2)e^{-Dt}$, so this part follows $(xv/8)\left(2e^{-Dt}-e^{-4Dt}\right)$. It first rises and then decays at the dipole rate, and the factor 4 is lost. The time $0.272/D$ is seen only when the linear part cancels, as for a field at 30 degrees to a well or for wells that point randomly from rotor to rotor.

**Q.** And if the barrier is high, so that the rotor sits in a well and occasionally jumps?

**A.** Then free rotation is the wrong picture. Small steps may still carry the rotor over the barrier, but over long times one sees mainly the jumps between wells. To model these, consider free jumps by $+\delta$ or $-\delta$, equally likely, at total rate $\nu$. A jump multiplies $e^{-im\phi}$ by $e^{\mp im\delta}$, whose average is $\cos m\delta$. Hence

$$\frac{dc_m}{dt}=-\nu(1-\cos m\delta)\,c_m .$$

Since $1-\cos2\delta=2\sin^2\delta=2(1-\cos\delta)(1+\cos\delta)$,

$$\frac{\tau_1}{\tau_2}=\frac{1-\cos2\delta}{1-\cos\delta}=2(1+\cos\delta).$$

Small jumps restore the factor 4, with $D=\nu\delta^2/2$. Jumps of 10 degrees give $3.97$ and jumps of 60 degrees give $3$. Jumps of 120 degrees, as between three equivalent deep wells, give $1$. Two wells are different: a half turn reverses the dipole but leaves $\cos2\phi$ unchanged. The alignment then relaxes by motion inside the wells, which the jump formula omits, and it does so much faster than the dipole component along the wells. The component across them also relaxes inside the wells, without waiting for a jump. A jump to a completely random angle also gives $1$, because it erases every harmonic with $m\ne0$ at once.

**Q.** I remember a factor of three for molecules tumbling in a liquid. Does that mean they jump by 60 degrees?

**A.** Not necessarily. Small-step diffusion on a sphere also gives three. Let $u=\cos\theta$ be measured from the symmetry axis of the density, and let $p(u,t)$ be the density in $u$. The angular part of the Laplacian gives

$$\frac{\partial p}{\partial t}=D\frac{\partial}{\partial u}\left[(1-u^2)\frac{\partial p}{\partial u}\right].$$

Multiply by $u$ and integrate by parts twice. The boundary terms vanish because $1-u^2=0$ at both poles:

$$\frac{d\langle u\rangle}{dt}=-D\int_{-1}^{1}(1-u^2)\frac{\partial p}{\partial u}du=-2D\langle u\rangle .$$

Multiplying by $u^2$ instead gives

$$\frac{d\langle u^2\rangle}{dt}=-2D\int_{-1}^{1}(u-u^3)\frac{\partial p}{\partial u}du=2D\langle1-3u^2\rangle ,$$

so $\langle3u^2-1\rangle$ decays at rate $6D$. The ratio is $6/2=3$. A measured ratio of three therefore cannot by itself distinguish small steps on a sphere from 60-degree jumps in a plane.

**Q.** You also dropped inertia. Surely the first instant is not diffusive.

**A.** It is not. Let $I$ be the moment of inertia and $\tau_I=I/\zeta$. With memoryless friction and Gaussian thermal noise, the angular velocity has variance $k_BT/I$ and correlation $(k_BT/I)e^{-s/\tau_I}$ over a delay $s$. The turn remains Gaussian, with variance

$$\langle X^2\rangle=\frac{2k_BT}{I}\int_0^t(t-s)e^{-s/\tau_I}ds
=2D\left[t-\tau_I\left(1-e^{-t/\tau_I}\right)\right],$$

where $k_BT\,\tau_I/I=k_BT/\zeta=D$. For an equilibrium ensemble the harmonic correlation is $e^{-m^2\langle X^2\rangle/2}$. Its late decay rate is still $m^2D$; the slow start leaves a constant factor $e^{m^2D\tau_I}$.

For $I=2$ u nm$^2$, $\tau_I=0.005$ ps and $D\tau_I=3\times10^{-5}$, which is negligible here and stays so for a rotor with ten times this moment of inertia. A real liquid does not respond that fast, so memoryless friction is doubtful on this scale. A rough memory time of $0.5$ ps is $1.3\%$ of $\tau_2$, so the first few picoseconds should be left out when a decay time is read from the signal.

**Q.** The rotors also feel each other's fields. Does that spoil the comparison with a real array?

**A.** It shifts it slightly at the chosen spacing. Put the rotors on a square lattice with spacing $a=3$ nm and let all have the same mean dipole. In mean field the neighbours add a field $S\mu\langle\cos\phi\rangle/a^3$. Here $S=\sum(3\cos^2\alpha-1)/r^3=4.517$, with $r$ in units of $a$ and $\alpha$ the angle between the separation and the mean dipole. Thus $x=g\,c_1$ with

$$g=\frac{S\mu^2}{a^3k_BT}=\frac{4.517\times1.92\times10^{-4}}{0.02585}=0.0335 .$$

Inserting this in the weak-field equation gives $dc_1/dt=-D(1-g/2)c_1$. The uniform dipole signal decays at $0.983D$. The coupling adds $Dgc_1^2$ to the alignment equation. This is beyond linear order, so the ratio of the linear decay times becomes $4.07$. After orientation by a field, however, $c_2(0)=c_1(0)^2/2$ is itself quadratic, and the added term matters. Since $c_1^2$ decays at about $2D$, the solution to first order in $g$ is

$$\frac{c_2(t)}{c_2(0)}=e^{-4Dt}+g\left(e^{-2Dt}-e^{-4Dt}\right).$$

At $100$ ps the second term is $0.007$, beside $0.075$ from the first. It also changes the early slope: at $t=0$ the decay rate is $4D-2gD=4D(1-g/2)=3.93D$. After orientation by a field the ratio of alignment to dipole rate therefore starts at $4.00$, not $4.07$, and falls to about $3.8$ by $100$ ps as the slower term gains weight. The early part gives $\tau_2$ about $1.7\%$ too long, and later parts give it longer still. This uses unscreened Coulomb fields and omits images in the surface.

As for real rotors, the dipole, size and liquid friction above are meant as orders of magnitude. Both times scale with $\zeta$, so a friction twice as large doubles them and leaves their ratio alone. The assumption most at risk is free rotation. At $0.01$ eV a twofold barrier lengthens the dipole time along the wells by about $22\%$ and shortens it across them by about $17\%$; with a barrier of several $k_BT$, the dipole component along the wells decays by jumps between them, and the factor 4 is lost.

The other estimates are smaller. Saturation lowers the static dipole by a fraction $7\times10^{-5}$, and the rotational quantum $1/(2I)$ is $4\times10^{-4}$ of $k_BT$. The field is a tenth of a rough breakdown scale of $1$ MV/cm. Axle wobble and the molecular structure of the liquid are not estimated. The numerical output lists the remaining values.

## Table of computed values

```
GENERAL RESULTS
ring decay rate, m=1: 1.0000 D
ring decay rate, m=2: 3.9996 D
ring decay rate, m=3: 8.9979 D
ring decay rate, m=4: 15.9935 D
ring ratio tau_1/tau_2: 3.9997
sphere ratio, first/second time: 3.0000
ratio, 10 degree jumps: 3.9696
ratio, 60 degree jumps: 3.0000
ratio, fully random jumps: 1.0000
EXAMPLE INPUTS (rough, round)
temperature: 300 K
friction: 4.0 eV ps
dipole: 0.06 e nm
moment of inertia: 2.0 u nm^2
rotor spacing: 3.0 nm
field: 0.1 MV/cm
torsional barrier: 0.01 eV
liquid memory time: 0.5 ps
breakdown scale: 1.0 MV/cm
EXAMPLE RESULTS
kT: 0.02585 eV
D: 0.006463 rad^2/ps
tau_1: 154.73 ps = 6.3966e+06 a.u.
tau_2: 38.68 ps = 1.5992e+06 a.u.
loss-peak frequency: 1.029 GHz
dipole*field/kT: 0.02321
initial <cos phi>: 0.01160
initial <cos 2phi>: 6.733e-05
time after switch-off: 100 ps
dipole fraction left: 0.5240
alignment fraction left: 0.0754
NEGLECTED EFFECTS
barrier/kT: 0.3868
twofold, cos phi time: 1.2186 /D
twofold, sin phi time: 0.8275 /D
twofold, cos 2phi time: 0.2483 /D
threefold, cos phi time: 1.0265 /D
threefold, cos 2phi time: 0.2721 /D
threefold time ratio: 3.7731
square-lattice dipole sum: 4.5168
dipole pair energy scale: 1.920e-04 eV
lattice coupling/kT, g: 0.03355
coupled dipole rate: 0.9832 D
coupled time ratio: 4.0679
inertial time: 0.00518 ps
inertial time/tau_1: 3.35e-05
memory time/tau_2: 0.0129
static saturation loss: 6.73e-05
rotational quantum/kT: 4.04e-04
(hbar/kT)/tau_1: 1.65e-04
field/breakdown scale: 0.10
```
